# The ZBL reduced nuclear stopping at reduced energy one: test program

```python
"""
Result under test: the ZBL reduced nuclear stopping fit s(eps) equals 0.314
(three figures) at reduced energy eps = 1.

Symbols: a = screening length, b = impact parameter, theta = centre-of-mass
deflection, eps = a*M2*E/(Z1*Z2*(M1+M2)) in atomic units, E = lab energy.
The fit approximates s = eps * integral of sin^2(theta/2) d(b^2/a^2).
Lengths in the scattering routines are in units of a, and energies in units
of Z1*Z2/a. The example is silicon ions in amorphous silicon.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
DALTON_IN_ME = (physical_constants["atomic mass constant"][0]
                / physical_constants["electron mass"][0])

# Screening functions: sums of amplitude * exp(-rate * x)
UNIVERSAL = (np.array([0.1818, 0.5099, 0.2802, 0.02817]),
             np.array([3.2, 0.9423, 0.4028, 0.2016]))
KRYPTON_CARBON = (np.array([0.190945, 0.473674, 0.335381]),
                  np.array([0.278544, 0.637174, 1.919249]))
COULOMB = (np.array([1.0]), np.array([0.0]))


def zbl_fit(eps, c_log=1.1383, c_low=0.01321, c_root=0.19593):
    bracket = eps + c_low * eps**0.21226 + c_root * eps**0.5
    return np.log(1 + c_log * eps) / (2 * bracket)


def phi(x, screening):
    return sum(c * np.exp(-d * x) for c, d in zip(*screening))


def phi_slope(x, screening):
    return sum(-c * d * np.exp(-d * x) for c, d in zip(*screening))


def gauss(n, low, high):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    half = 0.5 * (high - low)
    return low + half * (nodes + 1), half * weights


def deflection(eps, closest, screening):
    """Impact parameter and deflection for given closest approaches."""
    alpha, weight = gauss(120, 0.0, np.pi / 2)
    u = np.sin(alpha)[None, :]
    r0 = closest[:, None]
    radicand = np.cos(alpha)[None, :]**2 + u * (
        u * phi(r0, screening) - phi(r0 / u, screening)) / (r0 * eps)
    angle_sum = (np.cos(alpha) / np.sqrt(radicand)) @ weight
    b = np.sqrt(closest**2 - closest * phi(closest, screening) / eps)
    return b, np.pi - 2 * b / closest * angle_sum


def scattering_moments(eps, screening):
    """Reduced stopping, integral of sin^4 d(b^2), and the table b, sin^2."""
    head_on = brentq(lambda x: phi(x, screening) - eps * x,
                     1e-9, 200.0, xtol=1e-15)
    y, weight = gauss(240, np.log(1e-7), np.log(80.0))
    gap = np.exp(y)
    r0 = head_on + gap
    b, theta = deflection(eps, r0, screening)
    jacobian = 2 * r0 - (phi(r0, screening)
                         + r0 * phi_slope(r0, screening)) / eps
    measure = weight * gap * jacobian
    sin2 = np.sin(theta / 2)**2
    return eps * np.sum(sin2 * measure), np.sum(sin2**2 * measure), b, sin2


def recoil_energy(b, lab_energy, m1, m2):
    """Recoil energy from Newton's equations for both atoms in the lab."""
    speed = np.sqrt(2 * lab_energy / m1)
    amplitude, rate = UNIVERSAL

    def motion(t, q):
        dx, dy = q[0] - q[2], q[1] - q[3]
        r = np.hypot(dx, dy)
        terms = amplitude * np.exp(-rate * r)
        pull = (terms.sum() + r * (rate * terms).sum()) / r**3
        fx, fy = pull * dx, pull * dy
        return [q[4], q[5], q[6], q[7],
                fx / m1, fy / m1, -fx / m2, -fy / m2]

    start = [-60.0, b, 0.0, 0.0, speed, 0.0, 0.0, 0.0]
    run = solve_ivp(motion, (0, 120 / speed), start, method="DOP853",
                    rtol=1e-9, atol=1e-11, max_step=1.0)
    assert run.success
    return 0.5 * m2 * (run.y[6, -1]**2 + run.y[7, -1]**2)


# Evaluation at eps = 1, with a rigorous series enclosure of the logarithm
value = zbl_fit(1.0)
denominator = 2 * (1 + 0.01321 + 0.19593)
z = 1.1383 / 3.1383
partial_sums = np.cumsum([2 * z**k / k for k in (1, 3, 5, 7)])
remainder_bound = 2 * z**9 / (9 * (1 - z**2))
true_log = float(mp.log(mp.mpf("2.1383")))
lower = partial_sums[-1] / denominator
upper = (partial_sums[-1] + remainder_bound) / denominator
assert partial_sums[-1] < true_log < partial_sums[-1] + remainder_bound
assert 0.3135 < lower < value < upper < 0.3145

# Half a unit in the last printed digit of every coefficient
corners = [zbl_fit(1.0, 1.1383 + i * 5e-5, 0.01321 + j * 5e-6,
                   0.19593 + k * 5e-6)
           for i, j, k in itertools.product((-1, 1), repeat=3)]
assert 0.3135 < min(corners) and max(corners) < 0.3145

# Angle integral against the closed Coulomb deflection
b_test, theta_test = deflection(1.0, np.array([1.2, 2.0, 6.0]), COULOMB)
assert np.allclose(theta_test, 2 * np.arctan(1 / (2 * b_test)), atol=1e-7)

# The fit against the scattering integral; a fit is good to some percent
direct = {e: scattering_moments(e, UNIVERSAL) for e in (0.1, 1.0, 10.0)}
for e, result in direct.items():
    assert abs(zbl_fit(e) / result[0] - 1) < 0.10
s_direct, sin4_integral, b_table, sin2_table = direct[1.0]

# Moments of recoil energy from lab trajectories with unequal masses
m1, m2 = 1.0, 3.0
lab_energy = (m1 + m2) / m2
gamma = 4 * m1 * m2 / (m1 + m2)**2
t, t_weight = gauss(28, 0.0, 1.0)
b_nodes = 20 * t**3
ring = 2 * np.pi * b_nodes * 60 * t**2 * t_weight
recoils = np.array([recoil_energy(b, lab_energy, m1, m2) for b in b_nodes])
first_lab, second_lab = np.sum(ring * recoils), np.sum(ring * recoils**2)
first_formula = 4 * np.pi * m1 / (m1 + m2) * s_direct
second_formula = np.pi * (gamma * lab_energy)**2 * sin4_integral
assert abs(first_lab / first_formula - 1) < 2e-3
assert abs(second_lab / second_formula - 1) < 2e-3

# Silicon ions in amorphous silicon at eps = 1 (equal masses)
charge = 14
mass_dalton = 28.09
density = 0.049          # atoms per cubic angstrom, rough
path = 10.0              # angstrom
a_bohr = 0.8854 / (2 * charge**0.23)
a_angstrom = a_bohr * BOHR_ANGSTROM
cm_energy = charge**2 / a_bohr
ion_energy = 2 * cm_energy
ion_energy_ev = ion_energy * HARTREE_EV
area_energy = HARTREE_EV * BOHR_ANGSTROM**2
cross_section = 2 * np.pi * a_bohr * charge**2 * value * area_energy
nuclear_loss = density * cross_section
direct_loss = nuclear_loss * s_direct / value

# Spread of the loss on a short path, at fixed collision energy
second_moment = np.pi * a_angstrom**2 * ion_energy_ev**2 * sin4_integral
mean_path = direct_loss * path
spread_path = np.sqrt(density * second_moment * path)

# Random independent collisions test the mean and variance laws
rng = np.random.default_rng(7)
n_paths, b_max = 300000, 20.0
mean_count = density * path * np.pi * (b_max * a_angstrom)**2
counts = rng.poisson(mean_count, n_paths)
b_random = b_max * np.sqrt(rng.random(counts.sum()))
losses = ion_energy_ev * np.interp(b_random, b_table, sin2_table)
owner = np.repeat(np.arange(n_paths), counts)
totals = np.bincount(owner, weights=losses, minlength=n_paths)
# sampling noise is about one percent (mean) and a few percent (spread)
assert abs(totals.mean() / mean_path - 1) < 0.06
assert abs(totals.std() / spread_path - 1) < 0.10

# Neglected effects: electronic stopping (Lindhard-Scharff estimate)
velocity = np.sqrt(2 * ion_energy / (mass_dalton * DALTON_IN_ME))
assert velocity < charge**(2 / 3)
electronic = (8 * np.pi * charge**(1 / 6) * charge**2
              / (2 * charge**(2 / 3))**1.5 * velocity * area_energy)
electronic_loss = density * electronic

# Neglected effects: another screening function at the same ion energy
a_krc = 0.8854 / (2 * np.sqrt(charge))**(2 / 3)
eps_krc = a_krc * cm_energy / charge**2
s_krc = scattering_moments(eps_krc, KRYPTON_CARBON)[0]
potential_change = 100 * (a_krc * s_krc / (a_bohr * s_direct) - 1)

# Neglected effects: slowing down along the path
total_path_loss = (nuclear_loss + electronic_loss) * path
eps_end = 1 - total_path_loss / ion_energy_ev
slowing_change = 100 * (zbl_fit(eps_end) / value - 1)

print(f"ln(2.1383): {true_log:.6f}")
print(f"denominator at eps = 1: {denominator:.5f}")
print(f"ZBL fit s(1): {value:.6f}")
print(f"series variable z: {z:.6f}")
for n, partial in enumerate(partial_sums, 1):
    print(f"logarithm, sum of {n} series terms: {partial:.6f}")
print(f"bound on series remainder: {remainder_bound:.2e}")
print(f"series enclosure of s(1): {lower:.6f} to {upper:.6f}")
print(f"s(1) with coefficient rounding: {min(corners):.6f}"
      f" to {max(corners):.6f}")
for e, result in direct.items():
    print(f"eps = {e:g}: fit {zbl_fit(e):.4f}, integral {result[0]:.4f},"
          f" fit minus integral {100 * (zbl_fit(e) / result[0] - 1):+.2f} %")
print(f"trajectory/formula, first moment: {first_lab / first_formula:.6f}")
print(f"trajectory/formula, second moment:"
      f" {second_lab / second_formula:.6f}")
print(f"integral of sin^4(theta/2) d(b^2/a^2): {sin4_integral:.4f}")
print(f"Si atomic number: {charge}")
print(f"Si mass: {mass_dalton} Da")
print(f"atomic density (rough input): {density} per cubic angstrom")
print(f"screening length: {a_angstrom:.4f} angstrom")
print(f"centre-of-mass energy at eps = 1: {cm_energy * HARTREE_EV:.0f} eV")
print(f"ion energy at eps = 1: {ion_energy_ev:.0f} eV")
print(f"nuclear stopping cross section: {cross_section:.1f} eV angstrom^2")
print(f"mean nuclear loss, fit: {nuclear_loss:.2f} eV/angstrom")
print(f"mean nuclear loss, fit, converted: {10 * nuclear_loss:.1f} eV/nm")
print(f"mean nuclear loss, integral: {direct_loss:.2f} eV/angstrom")
print(f"path length: {path:.0f} angstrom")
print(f"mean nuclear loss on path, integral: {mean_path:.0f} eV")
print(f"standard deviation on path, formula: {spread_path:.0f} eV")
print(f"standard deviation / mean on path: {spread_path / mean_path:.2f}")
print(f"simulated paths: {n_paths}")
print(f"simulated mean loss on path: {totals.mean():.0f} eV")
print(f"simulated standard deviation on path: {totals.std():.0f} eV")
print(f"simulated median loss on path: {np.median(totals):.0f} eV")
print(f"simulated share of ions losing less than the mean:"
      f" {100 * np.mean(totals < mean_path):.1f} %")
print(f"ion velocity: {velocity:.4f} atomic units")
print(f"electronic loss, estimate: {electronic_loss:.2f} eV/angstrom")
print(f"electronic / nuclear loss: {electronic_loss / nuclear_loss:.2f}")
print(f"stopping change with krypton-carbon screening:"
      f" {potential_change:+.1f} %")
print(f"mean total loss on path: {total_path_loss:.0f} eV")
print(f"reduced energy after path: {eps_end:.4f}")
print(f"nuclear stopping change after path: {slowing_change:+.2f} %")
print("finished without a failed check")
```

Printed output:

```
ln(2.1383): 0.760011
denominator at eps = 1: 2.41828
ZBL fit s(1): 0.314278
series variable z: 0.362712
logarithm, sum of 1 series terms: 0.725425
logarithm, sum of 2 series terms: 0.757237
logarithm, sum of 3 series terms: 0.759748
logarithm, sum of 4 series terms: 0.759984
bound on series remainder: 2.78e-05
series enclosure of s(1): 0.314266 to 0.314278
s(1) with coefficient rounding: 0.314265 to 0.314290
eps = 0.1: fit 0.3170, integral 0.3174, fit minus integral -0.14 %
eps = 1: fit 0.3143, integral 0.3119, fit minus integral +0.78 %
eps = 10: fit 0.1182, integral 0.1226, fit minus integral -3.58 %
trajectory/formula, first moment: 1.000000
trajectory/formula, second moment: 0.999996
integral of sin^4(theta/2) d(b^2/a^2): 0.0895
Si atomic number: 14
Si mass: 28.09 Da
atomic density (rough input): 0.049 per cubic angstrom
screening length: 0.1277 angstrom
centre-of-mass energy at eps = 1: 22106 eV
ion energy at eps = 1: 44212 eV
nuclear stopping cross section: 711.5 eV angstrom^2
mean nuclear loss, fit: 34.87 eV/angstrom
mean nuclear loss, fit, converted: 348.7 eV/nm
mean nuclear loss, integral: 34.60 eV/angstrom
path length: 10 angstrom
mean nuclear loss on path, integral: 346 eV
standard deviation on path, formula: 2095 eV
standard deviation / mean on path: 6.05
simulated paths: 300000
simulated mean loss on path: 350 eV
simulated standard deviation on path: 2087 eV
simulated median loss on path: 5 eV
simulated share of ions losing less than the mean: 90.3 %
ion velocity: 0.2519 atomic units
electronic loss, estimate: 18.17 eV/angstrom
electronic / nuclear loss: 0.52
stopping change with krypton-carbon screening: +4.7 %
mean total loss on path: 530 eV
reduced energy after path: 0.9880
nuclear stopping change after path: +0.25 %
finished without a failed check
```
